# Dissociative oxygen transport across a sealed void in an oxide scale: verification in Python

```python
# RESULT UNDER TEST: oxygen transport across a sealed void in a growing scale MO_nu.
# The outer void wall decomposes (O2 pressure p1), O2 crosses, the inner wall
# reoxidises (p2). The outward metal flux J satisfies
#   J = (2 G/nu)(p1-p2),  1/G = R T N_B/(cD) + (1/s1+1/s2-1)/Z,
#   p1 = p0 (u_ox - J Xo/K)^n,  p2 = p0 (u_d + J Xi/K)^n,  K = n nu c_M D0/2.
# N_B: inert filler per area; cD: gas density times binary diffusivity;
# s1, s2: sticking probabilities; Z: impingement per pressure, mol/(m2 s Pa);
# Xi, Xo: inner and outer oxide thickness; u = (p/p0)^(1/n);
# c_M: metal density in the oxide; D0: metal diffusivity at p0; n: its exponent.
import numpy as np
from scipy.constants import R
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, fsolve

# ---------- inputs: rough typical values, SI ----------
T = 1273.0
p0 = 1.0e5
p_ox = 0.21e5
p_d = 1.0e-6
nu = 1.0
n = 4.0
D0 = 2.0e-13
V_m = 1.2e-5
c_M = 1.0 / V_m
M_O2, M_H2, M_metal = 0.032, 0.002, 0.060
D_O2_bar, D_H2_bar = 2.5e-4, 9.0e-4     # diffusivities in the filler at p0
p_fill = 0.79e5
gap = 5.0e-6
stick = 1.0e-3
X_total = 100e-6
X_in = 2e-6
X_out = X_total - X_in


def impingement(M):
    return 1 / np.sqrt(2 * np.pi * M * R * T)


def resistances(M, D_bar, s):
    """Diffusion and wall resistance, Pa m2 s/mol, equal walls."""
    filler_per_area = p_fill * gap / (R * T)
    cD = D_bar * p0 / (R * T)
    return R * T * filler_per_area / cD, (2 / s - 1) / impingement(M)


def layer_constant(n_exp):
    return n_exp * nu * c_M * D0 / 2


def solve_void(Xi, Xo, G, n_exp=n):
    """Return J, void-free flux J0, and the wall pressures p1, p2."""
    K = layer_constant(n_exp)
    uo, ud = (p_ox / p0)**(1 / n_exp), (p_d / p0)**(1 / n_exp)
    J0 = K * (uo - ud) / (Xi + Xo)

    def walls(J):
        return (p0 * max(uo - J * Xo / K, 0.0)**n_exp,
                p0 * (ud + J * Xi / K)**n_exp)

    def mismatch(J):
        a, b = walls(J)
        return a - b - nu * J / (2 * G)
    J = brentq(mismatch, 0.0, J0, xtol=1e-20, rtol=1e-14)
    return (J, J0) + walls(J)


# ---------- test: impingement rate from the Maxwell distribution ----------
Z = impingement(M_O2)
v_th = np.sqrt(R * T / M_O2)
half_flux = quad(lambda q: q * np.exp(-q*q/2) / np.sqrt(2*np.pi), 0, 12)[0]
assert abs(half_flux * v_th / (R * T) / Z - 1) < 1e-8

# ---------- test: diffusion through a sealed stagnant filler ----------
# Scaled units, cD = 1. Unknown: flux and total density. The flux must
# follow the filler inventory and be the same for both gap widths.
cA1, cA2, inventory = 1.0, 0.1, 0.8
fluxes_sealed = []
for width in (1.0, 1.5):
    def residual(q):
        flux, c_tot = q[0], cA1 + np.exp(q[1])
        sol = solve_ivp(lambda x, y: [-(1-y[0])*flux, c_tot*(1-y[0])],
                        (0, width), [cA1 / c_tot, 0.0],
                        rtol=1e-10, atol=1e-12)
        return [c_tot * sol.y[0, -1] - cA2, sol.y[1, -1] - inventory]
    root, info, flag, msg = fsolve(residual, [1.0, np.log(0.3)],
                                   full_output=True)
    assert flag == 1 and np.max(np.abs(residual(root))) < 1e-7
    fluxes_sealed.append(root[0])
assert np.allclose(fluxes_sealed, (cA1 - cA2) / inventory, rtol=1e-6)


# ---------- test: wall and gas resistances from linear transport ----------
def slab_flux(tau, s1, s2):
    """One-speed gas, isotropic scattering, gap of tau mean free paths."""
    x, w = np.polynomial.legendre.leggauss(8)
    mu, w = (x + 1) / 2, w / 2
    m, W = np.r_[mu, -mu], np.r_[w, w]
    A = (-np.eye(16) + 0.5 * np.outer(np.ones(16), W)) / m[:, None]
    L = max(1, int(np.ceil(tau / 0.1)))
    step = expm(A * tau / L)
    size = 16 * (L + 1)
    B, rhs = np.zeros((size, size)), np.zeros(size)
    for k in range(L):
        rows = slice(16*k, 16*k + 16)
        B[rows, 16*k:16*k+16] = -step
        B[rows, 16*k+16:16*k+32] = np.eye(16)
    diffuse = np.outer(np.ones(8), 2 * w * mu)
    r = 16 * L
    B[r:r+8, 0:8] = np.eye(8)
    B[r:r+8, 8:16] = -(1 - s1) * diffuse
    rhs[r:r+8] = s1
    B[r+8:r+16, r+8:r+16] = np.eye(8)
    B[r+8:r+16, r:r+8] = -(1 - s2) * diffuse
    psi = np.linalg.solve(B, rhs)
    return 2 * np.sum(W * m * psi[:16])


worst_interp = 0.0
for tau in (0.001, 0.2, 0.5, 0.8, 1.2, 2.0, 5.0):
    black = slab_flux(tau, 1.0, 1.0)
    grey = slab_flux(tau, 0.3, 0.1)
    # the added wall resistance is exact
    assert abs((1/grey - 1/black) / (1/0.3 + 1/0.1 - 2) - 1) < 1e-7
    worst_interp = max(worst_interp, abs(black * (1 + 0.75*tau) - 1))
assert worst_interp < 0.04      # interpolation between the two exact limits
assert abs(slab_flux(0.001, 1, 1) - 1) < 0.002

# ---------- test: integrated flux law of an oxide layer ----------
K = layer_constant(n)
u_ox, u_d = (p_ox / p0)**(1 / n), (p_d / p0)**(1 / n)
flux_times_X = quad(lambda y: nu/2 * c_M * D0 * np.exp(y / n) * 1e8,
                    np.log(p_d / p0), np.log(p_ox / p0))[0] / 1e8
assert abs(flux_times_X / (K * (u_ox - u_d)) - 1) < 1e-8

# ---------- example ----------
R_diff, R_wall = resistances(M_O2, D_O2_bar, stick)
G = 1 / (R_diff + R_wall)
J, J0, p1, p2 = solve_void(X_in, X_out, G)
J_O2 = nu * J / 2
loss = 1 - J / J0


# ---------- test: shooting through oxide, void and oxide ----------
def outer_log_pressure(flux):
    def slope(x, y):
        return 2 * flux / (nu * c_M * D0 * np.exp(y / n))
    y = solve_ivp(slope, (0, X_in), [np.log(p_d / p0)],
                  rtol=1e-9, atol=1e-10).y[0, -1]
    p_after = np.exp(y) * p0 + nu * flux / 2 / G
    return solve_ivp(slope, (0, X_out), [np.log(p_after / p0)],
                     rtol=1e-9, atol=1e-10).y[0, -1]


J_shoot = brentq(lambda f: outer_log_pressure(f) - np.log(p_ox / p0),
                 0.1 * J0, 1.01 * J0, rtol=1e-10)
assert abs(J_shoot / J - 1) < 1e-6


# ---------- test: upper bound on the loss, and its near-tightness ----------
def loss_bound(flux0, conductance, n_exp):
    span = (p_ox / p0)**(1 / n_exp) - (p_d / p0)**(1 / n_exp)
    return (nu*flux0 / (2*conductance*p0))**(1 / n_exp) / span


for n_exp in (2.0, 4.0, 6.0):
    for s in (1.0, 1e-2, 1e-4):
        g = 1 / sum(resistances(M_O2, D_O2_bar, s))
        for Xi in (0.0, 1e-6, 20e-6, 70e-6):
            f, f0, a, b = solve_void(Xi, X_total - Xi, g, n_exp)
            assert 1 - f / f0 <= loss_bound(f0, g, n_exp) * (1 + 1e-9)
bound = loss_bound(J0, G, n)
J_bare = solve_void(0.0, X_total, G)[0]
tightness = (1 - J_bare / J0) / bound
assert 0.9 < tightness <= 1

# ---------- test: weak-loss equivalent oxide thickness ----------
X_mid = X_total / 2
u_star = u_d + (u_ox - u_d) * X_mid / X_total
p_star = p0 * u_star**n
X_eq = nu**2 * c_M * D0 * u_star / (4 * G * p_star)
J_mid = solve_void(X_mid, X_mid, G)[0]
X_eq_full = X_total * (J0 / J_mid - 1)
assert abs(X_eq / X_eq_full - 1) < 0.03

# ---------- test: decay length of edge bypass ----------
N = 200
lap = 2*np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1)
lap[0, 0], lap[-1, -1] = 1, 3      # blocked void face; fixed outer face
edge_fd = 1 / np.sqrt(np.linalg.eigvalsh(lap * N**2)[0])
assert abs(edge_fd / (2 / np.pi) - 1) < 1e-4

# ---------- drift and neglected effects ----------
drift = V_m * J
X_late = 10e-6
drift_time = quad(lambda x: 1 / (V_m * solve_void(x, X_out, G)[0]),
                  X_in, X_late)[0]
v_mean = np.sqrt(8 * R * T / (np.pi * M_O2))
D_void = D_O2_bar * p0 / p_fill
free_path = 3 * D_void / v_mean
J_pinned = 2 * G * p_d / nu

p_steam, dG_steam = 1000.0, -177e3      # rough: moist air, H2 + O2/2 -> H2O
K_steam = np.exp(-dG_steam / (R * T))
pH2_in = p_steam / (K_steam * np.sqrt(p2 / p0))
pH2_out = p_steam / (K_steam * np.sqrt(p1 / p0))
carrier = [(pH2_in - pH2_out) / sum(resistances(M_H2, D_H2_bar, s))
           / (nu * J) for s in (stick, 1.0)]
heat_O2, k_gas = 4.8e5, 0.08            # rough: J/mol O2 and W/(m K)
dT = J_O2 * heat_O2 * gap / k_gas
dp_heat = heat_O2 * dT / (R * T**2)
dp_surface = J_O2 * (1 / stick - 0.5) / Z / p_ox
fill_time = gap * p1 / (R * T) / J_O2

print(f"Temperature {T:.0f} K; p0 {p0:.3g} Pa; outer O2 {p_ox:.3g} Pa")
print(f"Dissociation pressure at metal {p_d:.2e} Pa")
print(f"nu {nu:.0f}; exponent n {n:.0f}; D0 {D0*1e4:.2e} cm2/s")
print(f"Oxide volume per mole metal {V_m*1e6:.1f} cm3/mol")
print(f"Scale {X_total*1e6:.0f} um; inner {X_in*1e6:.0f} um;"
      f" outer {X_out*1e6:.0f} um")
print(f"Gap {gap*1e6:.1f} um; filler {p_fill:.3g} Pa; sticking {stick:.1e}")
print(f"O2 diffusivity at p0 {D_O2_bar*1e4:.2f} cm2/s,"
      f" in void {D_void*1e4:.2f} cm2/s")
print(f"Mean free path {free_path*1e6:.2f} um; gap/path {gap/free_path:.2f}")
print(f"Impingement coefficient Z {Z:.4e} mol/(m2 s Pa)")
print(f"Filler inventory N_B {p_fill*gap/(R*T):.3e} mol/m2")
print(f"Diffusion resistance {R_diff:.1f} Pa m2 s/mol")
print(f"Wall resistance {R_wall:.4e} Pa m2 s/mol")
print(f"Void conductance G {G:.4e} mol/(m2 s Pa)")
print(f"u_ox {u_ox:.5f}; u_d {u_d:.5f}; K {K:.4e} mol/(m s)")
print(f"Void-free metal flux J0 {J0:.4e} mol/(m2 s)")
print(f"Metal flux with void J {J:.4e} mol/(m2 s)")
print(f"O2 flux across void {J_O2:.4e} mol/(m2 s)")
print(f"Wall pressures: p1 {p1:.3f} Pa; p2 {p2:.3e} Pa")
print(f"Wall u values: u1 {(p1/p0)**(1/n):.5f}; u2 {(p2/p0)**(1/n):.5f}")
print(f"Flux loss {100*loss:.2f} %; upper bound {100*bound:.2f} %")
print(f"Loss/bound with bare metal as inner wall {tightness:.3f}")
print(f"J if p1 were pinned at dissociation pressure, p2=0:"
      f" {J_pinned:.2e} mol/(m2 s)")
print(f"True J / pinned J {J/J_pinned:.2e}")
print(f"Void drift {drift*1e9:.3f} nm/s = {drift*3.6e9:.2f} um/h")
print(f"Time for inner layer {X_in*1e6:.0f} to {X_late*1e6:.0f} um:"
      f" {drift_time/3600:.2f} h")
for Xi in (1e-6, 10e-6, 50e-6):
    f, f0, a, b = solve_void(Xi, X_total - Xi, G)
    print(f"Inner {Xi*1e6:.0f} um: loss {100*(1-f/f0):.3f} %,"
          f" p1 {a:.4g} Pa, p2 {b:.4g} Pa")
for s in (1.0, 1e-2, 1e-4):
    g = 1 / sum(resistances(M_O2, D_O2_bar, s))
    f, f0, a, b = solve_void(X_in, X_out, g)
    print(f"Sticking {s:.0e}: loss {100*(1-f/f0):.2f} %, p1 {a:.4g} Pa")
print(f"Mid-scale void: p* {p_star:.1f} Pa; X_eq {X_eq*1e9:.1f} nm;"
      f" full solution {X_eq_full*1e9:.1f} nm")
print(f"Sealed-filler test, scaled flux at gaps 1, 1.5:"
      f" {fluxes_sealed[0]:.5f}, {fluxes_sealed[1]:.5f}")
print(f"Worst gas interpolation error (sticking 1)"
      f" {100*worst_interp:.2f} %")
print(f"Shooting/formula flux difference {abs(J_shoot/J-1):.1e}")
print(f"Steam {p_steam:.0f} Pa, reaction energy {dG_steam/1e3:.0f} kJ/mol:"
      f" inner-wall H2 {pH2_in:.3f} Pa")
print(f"H2 diffusivity at p0 {D_H2_bar*1e4:.1f} cm2/s")
print(f"Steam-carried/O2-carried oxygen, same sticking {carrier[0]:.3f}")
print(f"Same ratio, H2 sticking 1, fixed walls {carrier[1]:.1f}")
print(f"Metal vapour for equal flux (free flight, {M_metal*1e3:.0f} g/mol)"
      f" {J/impingement(M_metal):.2e} Pa")
print(f"Heat {heat_O2/1e3:.0f} kJ/mol O2, gas {k_gas:.2f} W/(m K):"
      f" dT {dT:.1e} K, dp/p {dp_heat:.1e}")
print(f"Outer-surface exchange drop dp/p {dp_surface:.1e}")
print(f"Edge bypass decay length {2*X_out/np.pi*1e6:.1f} um")
print(f"Gas diffusion time {gap**2/D_void:.1e} s;"
      f" O2 filling time {fill_time:.1e} s")
print("OK")
```

Running it gives:

```
Temperature 1273 K; p0 1e+05 Pa; outer O2 2.1e+04 Pa
Dissociation pressure at metal 1.00e-06 Pa
nu 1; exponent n 4; D0 2.00e-09 cm2/s
Oxide volume per mole metal 12.0 cm3/mol
Scale 100 um; inner 2 um; outer 98 um
Gap 5.0 um; filler 7.9e+04 Pa; sticking 1.0e-03
O2 diffusivity at p0 2.50 cm2/s, in void 3.16 cm2/s
Mean free path 1.03 um; gap/path 4.83
Impingement coefficient Z 2.1677e-02 mol/(m2 s Pa)
Filler inventory N_B 3.732e-05 mol/m2
Diffusion resistance 167.2 Pa m2 s/mol
Wall resistance 9.2217e+04 Pa m2 s/mol
Void conductance G 1.0824e-05 mol/(m2 s Pa)
u_ox 0.67695; u_d 0.00178; K 3.3333e-08 mol/(m s)
Void-free metal flux J0 2.2506e-04 mol/(m2 s)
Metal flux with void J 1.9703e-04 mol/(m2 s)
O2 flux across void 9.8514e-05 mol/(m2 s)
Wall pressures: p1 9.105 Pa; p2 3.421e-03 Pa
Wall u values: u1 0.09768; u2 0.01360
Flux loss 12.45 %; upper bound 14.96 %
Loss/bound with bare metal as inner wall 0.945
J if p1 were pinned at dissociation pressure, p2=0: 2.16e-11 mol/(m2 s)
True J / pinned J 9.10e+06
Void drift 2.364 nm/s = 8.51 um/h
Time for inner layer 2 to 10 um: 0.94 h
Inner 1 um: loss 13.301 %, p1 9.013 Pa, p2 0.0003393 Pa
Inner 10 um: loss 5.690 %, p1 11.64 Pa, p2 1.835 Pa
Inner 50 um: loss 0.098 %, p1 1332 Pa, p2 1321 Pa
Sticking 1e+00: loss 1.20 %, p1 0.02895 Pa
Sticking 1e-02: loss 6.17 %, p1 0.9913 Pa
Sticking 1e-04: loss 23.10 %, p1 79.86 Pa
Mid-scale void: p* 1326.3 Pa; X_eq 98.5 nm; full solution 98.5 nm
Sealed-filler test, scaled flux at gaps 1, 1.5: 1.12500, 1.12500
Worst gas interpolation error (sticking 1) 3.24 %
Shooting/formula flux difference 5.1e-10
Steam 1000 Pa, reaction energy -177 kJ/mol: inner-wall H2 0.295 Pa
H2 diffusivity at p0 9.0 cm2/s
Steam-carried/O2-carried oxygen, same sticking 0.064
Same ratio, H2 sticking 1, fixed walls 25.3
Metal vapour for equal flux (free flight, 60 g/mol) 1.24e-02 Pa
Heat 480 kJ/mol O2, gas 0.08 W/(m K): dT 3.0e-03 K, dp/p 1.1e-04
Outer-surface exchange drop dp/p 2.2e-04
Edge bypass decay length 62.4 um
Gas diffusion time 7.9e-08 s; O2 filling time 4.4e-05 s
OK
```
